# Nordheim's c(1−c) Law from the Site-Potential Variance of a Binary Alloy

## Form of the law

Let the sites of a crystal lattice be filled at random, with B atoms at probability $c$ and A atoms at probability $1-c$. At low temperature the resistivity left over is due to this disorder. Its dependence on $c$ to lowest order follows from symmetry and counting.

Describe each site by an occupation $\xi_n$, equal to 1 for B and 0 for A. To second order in the difference between the two atomic potentials, a scattering rate contains averages of at most two occupations. For independent sites $\langle\xi_n\xi_m\rangle=c^2$ if $n\neq m$, and $\langle\xi_n^2\rangle=\langle\xi_n\rangle=c$, since $\xi_n^2=\xi_n$. The rate is therefore a polynomial in $c$ of degree two at most. It vanishes at $c=0$ and at $c=1$, where the crystal is perfect. A quadratic with these two roots is fixed up to a factor:

$$\rho(c)=C\,c(1-c). \tag{1}$$

This is symmetric under exchange of A and B together with $c\to1-c$, as it must be: a squared potential difference does not notice which atom is called the impurity.

Dimensions restrict $C$. The quantity $\hbar/e^2$ is a resistance, so $C$ is $\hbar/e^2$ times a length. Let $w(q)$ be the Fourier transform of the potential difference, with dimension energy times volume. In second order $w(q)$ enters squared, and $m/\hbar^2$ has dimension $1/(\text{energy}\times\text{length}^2)$. Hence $(m/\hbar^2)^2|w|^2$ is a length squared, and one Fermi wave number $k_F$ completes the length:

$$C\sim\frac{\hbar}{e^2}\left(\frac{m}{\hbar^2}\right)^2k_F\,|w|^2 . \tag{2}$$

What remains is to find the number in front and the average over $q$ that $|w|^2$ stands for.

## Mean crystal and disorder

From here on, atomic units are used in the algebra: $\hbar=m=e=1$. The volume is $V=N\Omega$, with $N$ sites of volume $\Omega$ at positions $\mathbf R_n$. With atomic potentials $v_A$ and $v_B$, and $w=v_B-v_A$, the potential of the alloy is

$$\sum_n\left[v_A(\mathbf r-\mathbf R_n)+\xi_n w(\mathbf r-\mathbf R_n)\right]
=\sum_n\bar v(\mathbf r-\mathbf R_n)+U(\mathbf r), \tag{3}$$

$$\bar v=v_A+c\,w,\qquad U(\mathbf r)=\sum_n(\xi_n-c)\,w(\mathbf r-\mathbf R_n). \tag{4}$$

The first sum on the right of (3) is periodic. Its eigenstates are Bloch states, which carry current without decay. Resistance comes from $U$, whose average is zero.

The model now makes its main simplification: the Bloch states of the mean crystal are replaced by plane waves $e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ with energy $k^2/2$. Each site supplies $z$ conduction electrons. The quantities $z$, $\Omega$, the mass and $w$ are taken to be independent of $c$, and $w$ is spherical and independent of spin. With two spin states, the electron density is

$$n=\frac z\Omega=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}. \tag{5}$$

## Variance of the site potential

The deviation $\xi_n-c$ equals $1-c$ with probability $c$, and $-c$ with probability $1-c$. Its mean square is

$$c(1-c)^2+(1-c)c^2=c(1-c)\left[(1-c)+c\right]=c(1-c).$$

On different sites the average of the product factorizes into two zero means. Both cases together read

$$\langle(\xi_n-c)(\xi_m-c)\rangle=c(1-c)\,\delta_{nm}. \tag{6}$$

Now take the matrix element of $U$ between plane waves, with $\mathbf q=\mathbf k'-\mathbf k$. In each term set $\mathbf r=\mathbf R_n+\mathbf s$ and integrate over $\mathbf s$:

$$U_{\mathbf k'\mathbf k}=\frac1V\int e^{-i\mathbf q\cdot\mathbf r}U(\mathbf r)\,d^3r
=\frac{w(q)}V\sum_n(\xi_n-c)e^{-i\mathbf q\cdot\mathbf R_n}, \tag{7}$$

where $w(q)=\int w(\mathbf s)e^{-i\mathbf q\cdot\mathbf s}d^3s$. The square contains a double sum over sites. By (6) its terms with $n\neq m$ average to zero, and in the other $N$ terms the phases cancel:

$$\langle|U_{\mathbf k'\mathbf k}|^2\rangle=\frac{N}{V^2}\,c(1-c)\,|w(q)|^2. \tag{8}$$

This is the origin of Nordheim's factor. Each site scatters with a strength set by the variance of its potential, and the sites add in intensity.

Independence of the sites matters as much as composition. Suppose the occupations are correlated, with $\langle(\xi_n-c)(\xi_m-c)\rangle=c(1-c)\,\alpha(\mathbf R_n-\mathbf R_m)$ and $\alpha(0)=1$. The same double sum then gives

$$c(1-c)\ \longrightarrow\ c(1-c)\sum_{\mathbf R}\alpha(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}. \tag{9}$$

Since $\alpha$ may depend on $c$, the parabola is generally lost. A perfectly alternating ring shows the extreme case. There $c=1/2$ and $\xi_n-c=\pm1/2$ in turn, so the sum in (7) is a geometric series in $-e^{-iq}$, with unit spacing. On a ring with an even number of sites it vanishes at every allowed $q$ except $q=\pi$, a Bragg peak of the ordered structure. The composition is that of the random alloy at its maximum, yet there is no diffuse scattering.

## The golden rule

In the Born approximation the transition rate from $\mathbf k$ to $\mathbf k'$ is

$$P_{\mathbf k'\mathbf k}=2\pi\langle|U_{\mathbf k'\mathbf k}|^2\rangle\,\delta\!\left(\tfrac{k^2}2-\tfrac{k'^2}2\right). \tag{10}$$

The spin is conserved, so final states of one spin are summed, $\sum_{\mathbf k'}\to V\int d^3k'/(2\pi)^3$. At the Fermi energy the radial part is

$$\int_0^\infty k'^2\,\delta\!\left(\tfrac{k_F^2}2-\tfrac{k'^2}2\right)dk'=\frac{k_F^2}{k_F}=k_F, \tag{11}$$

because the argument of the delta function has slope of magnitude $k'$. Let $x=\cos\theta$, where $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$. The solid-angle element is $2\pi\,dx$ after the azimuthal integration. With (8) and $N/V=1/\Omega$, the total rate becomes

$$\frac1{\tau_0}=2\pi\,\frac{c(1-c)}{\Omega}\,\frac{k_F}{8\pi^3}\,2\pi\int_{-1}^1|w(q)|^2dx
=\frac{c(1-c)k_F}{2\pi\Omega}\int_{-1}^1|w(q)|^2dx. \tag{12}$$

The time $\tau_0$ is the lifetime of a plane wave in the alloy. The use of the averaged rate rests on two conditions: the potential is weak, and the wave travels many wavelengths between collisions, so that interference between successive collisions can be neglected.

The golden rule with the variance (6) can be tested on a disordered lattice. Take a simple cubic lattice with nearest-neighbour hopping and a site energy that differs by $\Delta$ between A and B. The matrix element is $(\Delta/N)\sum_n(\xi_n-c)e^{-i\mathbf q\cdot\mathbf R_n}$, whose mean square is $c(1-c)\Delta^2/N$. If $g$ is the density of states per site, there are $Ng$ final states per unit energy, so

$$\frac1{\tau_0}=2\pi c(1-c)\Delta^2 g. \tag{13}$$

A plane wave at the band centre was evolved in time without perturbation theory, for $\Delta=0.4$ hopping units and $g=0.1427$. The decay rates of its probability were 0.0180 at $c=0.15$ and 0.0361 at $c=0.5$, in units of hopping$/\hbar$. Equation (13) gives 0.0183 and 0.0359. The differences are below 2% of the golden-rule values, within the 8% tolerance set for finite sampling and higher orders. The band centre is a favourable point. Reversing the sign of the wave function on one sublattice maps $\Delta$ to $-\Delta$ and the plane wave to its complex conjugate, so the decay rate there is even in $\Delta$ and has no third-order term. Away from the band centre that term is present, and (13) is less accurate at the same $\Delta$.

## From lifetime to resistivity

A collision that hardly turns the electron hardly reduces the current. The Boltzmann equation supplies the proper weight. Let $\mathbf E$ be a weak uniform field. The electron charge is $-1$, so $\dot{\mathbf k}=-\mathbf E$. In the steady state, to first order in the field,

$$-\mathbf E\cdot\mathbf k\,\frac{\partial f_0}{\partial\varepsilon}
=\sum_{\mathbf k'}P_{\mathbf k'\mathbf k}\,(f_{\mathbf k'}-f_{\mathbf k}), \tag{14}$$

where $f_0$ is the Fermi function and the velocity is $\mathbf k$. The right side is simple because $P_{\mathbf k'\mathbf k}=P_{\mathbf k\mathbf k'}$: the blocking factors combine as $f_{\mathbf k'}(1-f_{\mathbf k})-f_{\mathbf k}(1-f_{\mathbf k'})=f_{\mathbf k'}-f_{\mathbf k}$.

Try the form

$$f_{\mathbf k}=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)A\,\mathbf k\cdot\mathbf E. \tag{15}$$

Scattering is elastic, so $f_0$ cancels in the difference and $-\partial f_0/\partial\varepsilon$ is a common factor of both sides of (14). What is left is

$$\mathbf E\cdot\mathbf k=-A\sum_{\mathbf k'}P_{\mathbf k'\mathbf k}(\mathbf k-\mathbf k')\cdot\mathbf E. \tag{16}$$

The rate depends on the angle between $\mathbf k$ and $\mathbf k'$. Components of $\mathbf k'$ normal to $\mathbf k$ therefore cancel in the sum, and $\mathbf k'$ may be replaced by $\mathbf k\cos\theta$. Equation (16) is satisfied by $A=-\tau$ with

$$\frac1\tau=\sum_{\mathbf k'}P_{\mathbf k'\mathbf k}(1-\cos\theta)
=\frac{c(1-c)k_F}{2\pi\Omega}\int_{-1}^1(1-x)|w(q)|^2dx. \tag{17}$$

The second form repeats the steps to (12) with the extra weight $1-x$.

The current density is the charge $-1$ times the velocity, summed over both spins. The minus sign of the charge cancels that of $A=-\tau$. The angular average of $\mathbf k(\mathbf k\cdot\mathbf E)$ is $k^2\mathbf E/3$, which gives

$$\mathbf j=\frac{2\tau}{(2\pi)^3}\int4\pi k^2\,\frac{k^2}{3}\left(-\frac{\partial f_0}{\partial\varepsilon}\right)dk\;\mathbf E
=\frac{\tau k_F^3}{3\pi^2}\,\mathbf E=n\tau\,\mathbf E. \tag{18}$$

Here $dk=d\varepsilon/k$, and at low temperature $-\partial f_0/\partial\varepsilon$ acts as a delta function at the Fermi energy. The resistivity is $\rho=1/(n\tau)$. With $n=z/\Omega$ and (17), the site volume cancels and (1) is obtained with

$$C=\frac{k_F}{2\pi z}\int_{-1}^1(1-x)|w(q)|^2dx. \tag{19}$$

To write this in terms of momentum transfer, use $q^2=|\mathbf k'-\mathbf k|^2=2k_F^2(1-x)$. Then $1-x=q^2/(2k_F^2)$ and $dx=-q\,dq/k_F^2$. The limits $x=-1$ and $x=1$ become $q=2k_F$ and $q=0$; exchanging them removes the minus sign:

$$C=\frac1{4\pi zk_F^3}\int_0^{2k_F}q^3|w(q)|^2dq
=\frac{\Omega}{12\pi^3z^2}\int_0^{2k_F}q^3|w(q)|^2dq. \tag{20}$$

The last step uses $k_F^3=3\pi^2z/\Omega$ from (5). In ordinary units, (19) and (20) are multiplied by $(\hbar/e^2)(m/\hbar^2)^2$, in agreement with (2). The factor $q^3$ favours large momentum transfers, those that turn the electron back.

If $w$ has a range much shorter than $1/k_F$, then $w(q)$ is a constant $w_0$ over the whole integral. Since $\int_{-1}^1(1-x)dx=2$, equation (19) gives

$$C=\frac{k_Fw_0^2}{\pi z}. \tag{21}$$

In this limit (12) and (17) agree, so $\tau=\tau_0$: the scattering is isotropic.

The parabola (1) has its maximum $C/4$ at $c=1/2$. Near $c=0$ it reduces to $\rho\approx Cc$, the resistivity of independent B impurities in A. Near $c=1$ it is $C(1-c)$, that of A impurities in B. In between, the factor $1-c$ expresses that part of the added potential goes into the mean crystal and ceases to scatter.

## Where the parabola fails

**Third order.** The next Born term in the rate is an interference between the first-order amplitude and the second-order one, so it contains three factors of $U$. The average of three deviations vanishes unless all three belong to one site, because otherwise a single deviation with zero mean factors out. On one site,

$$\langle(\xi_n-c)^3\rangle=c(1-c)^3-(1-c)c^3=c(1-c)(1-2c), \tag{22}$$

where $(1-c)^2-c^2=1-2c$ was used. Within the Boltzmann description and the flat mean crystal, the resistivity to third order in $w$ is thus

$$\rho=c(1-c)\left[C+D(1-2c)\right]. \tag{23}$$

The coefficient $D$ is cubic in $w$ and changes sign with it. It makes the slopes at the two ends unequal, $C+D$ for B in A and $C-D$ for A in B, and has no effect at $c=1/2$.

At this order a flat mean crystal is an added assumption. The Fourier components of $\bar v$ at reciprocal lattice vectors $\mathbf G\neq0$ are $v_A(G)+c\,w(G)$, so they cannot vanish at every $c$ unless $w(G)=0$. If the A crystal is flat, the potential $c\,w(G)/\Omega$ mixes $\mathbf k$ with $\mathbf k+\mathbf G$ and changes the matrix element (7) at first order. This adds a term $cE$, also cubic in $w$, to the bracket of (23). It does not vanish at $c=1/2$, and it turns the slope for A in B into $C-D+E$.

The dilute slopes can be found without the Born approximation. Isolated impurities of density $c/\Omega$ give $1/\tau=(c/\Omega)k_F\sigma_{\rm tr}$, where $\sigma_{\rm tr}=\int|f|^2(1-\cos\theta)\,d\Omega_s$ is the transport cross section, $f$ the scattering amplitude and $d\Omega_s$ the solid-angle element. With $\rho=\Omega/(z\tau)$,

$$\frac\rho c\to\frac{k_F\sigma_{\rm tr}}z. \tag{24}$$

The partial-wave amplitude is $f=k_F^{-1}\sum_l(2l+1)a_lP_l(x)$, with $a_l=e^{i\delta_l}\sin\delta_l=(e^{2i\delta_l}-1)/(2i)$ and phase shifts $\delta_l$. The integrals needed are $\int_{-1}^1P_l^2dx=2/(2l+1)$ and $\int_{-1}^1xP_lP_{l+1}dx=2(l+1)/[(2l+1)(2l+3)]$. They give

$$\sigma_{\rm tr}=\frac{4\pi}{k_F^2}\left[\sum_l(2l+1)|a_l|^2-\sum_l2(l+1)\,\mathrm{Re}\,(a_l^*a_{l+1})\right].$$

Write $2l+1=(l+1)+l$ and shift the index in the part with $l$, so that $\sum_l l|a_l|^2=\sum_l(l+1)|a_{l+1}|^2$. The bracket becomes a sum of squares $|a_l-a_{l+1}|^2=\tfrac14|e^{2i\delta_l}-e^{2i\delta_{l+1}}|^2=\sin^2(\delta_l-\delta_{l+1})$:

$$\sigma_{\rm tr}=\frac{4\pi}{k_F^2}\sum_{l=0}^\infty(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{25}$$

Replacing $w$ by $-w$ in the same flat background gives the slope at the other end only if the B crystal is taken to be flat as well, that is, if $E$ is dropped.

**Changing host.** If the valence, the volume or the band structure varies with composition, $C$ becomes a function of $c$, and $C(c)\,c(1-c)$ need not be symmetric.

**Displaced atoms.** Atoms of unequal size push their neighbours aside. Suppose the displacements are linear in the occupations, $\mathbf u_n=\sum_m(\xi_m-c)\,\mathbf a(\mathbf R_n-\mathbf R_m)$. To first order in the deviations $\xi_m-c$, site $n$ adds $-\mathbf u_n\cdot\nabla\bar v$ to the potential. In (7) this replaces $w(q)$ by $w(q)-i\mathbf q\cdot\mathbf A(\mathbf q)\,\bar v(q)$, where $\mathbf A(\mathbf q)=\sum_{\mathbf R}\mathbf a(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}$. To lowest order in $w$ and the displacements together, $\bar v$ may be replaced here by $v_A$: the variance factor survives and only the value of $C$ changes. At the next order $C$ also depends on $c$, both through $\bar v=v_A+cw$ and through terms of second order in the deviations, which are left out here.

## Worked example

Take round model parameters: $\Omega=16$ Å$^3$, $z=1$ and

$$w(r)=W e^{-r^2/a^2},\qquad W=3\ \text{eV},\quad a=0.8\ \text{Å}. \tag{26}$$

This potential is chosen, not screened self-consistently, and it describes no particular alloy. Each Cartesian factor of its Fourier transform is $\sqrt\pi\,a\,e^{-q_i^2a^2/4}$, so

$$w(q)=W(\pi a^2)^{3/2}e^{-q^2a^2/4}. \tag{27}$$

Set $b=k_F^2a^2$ and $y=1-x$. Then $|w|^2=w(0)^2e^{-by}$, and integration by parts gives

$$\int_0^2ye^{-by}dy=-\frac{2e^{-2b}}b+\frac{1-e^{-2b}}{b^2}=\frac{1-(1+2b)e^{-2b}}{b^2}. \tag{28}$$

For $b\to0$ the right side tends to 2 and (21) is recovered. Inserted into (19), with units restored,

$$C=\frac\hbar{e^2}\left(\frac m{\hbar^2}\right)^2\frac{k_F}{2\pi z}\,w(0)^2\,\frac{1-(1+2b)e^{-2b}}{b^2}. \tag{29}$$

The inputs are $k_F=(3\pi^2/16)^{1/3}=1.228$ Å$^{-1}$, $b=0.965$, $w(0)=8.553$ eV Å$^3$ and $\hbar^2/m=7.620$ eV Å$^2$. The Fermi energy is 5.74 eV. Then

$$C=\frac\hbar{e^2}\,\frac{1.228}{2\pi}\,\frac{8.553^2}{7.620^2}\,\frac{1-2.93\,e^{-1.93}}{0.965^2}\ \text{Å}
=0.152\ \text{Å}\times\frac\hbar{e^2}. \tag{30}$$

Since $\hbar/e^2$ times 1 Å is 41.08 µΩ cm, $C=6.24$ µΩ cm. The maximum is $\rho(1/2)=C/4=1.56$ µΩ cm, and at $c=0.1$ and $c=0.9$ the resistivity is $0.09\,C=0.56$ µΩ cm. As a test of (15) to (20), the Boltzmann equation was solved as a linear system on the Fermi sphere, without assuming the form (15). It returns the same $\rho(1/2)=0.0380$ Å $\times\,\hbar/e^2$.

At $c=1/2$ the transport width is $\hbar/\tau=(\hbar^2/m)(z/\Omega)\times0.0380$ Å $=0.0181$ eV. The total width $\hbar/\tau_0$ is 0.0260 eV. Their ratio is 0.70: because $w(q)$ falls from 8.55 to 3.26 eV Å$^3$ between $q=0$ and $q=2k_F$, forward scattering is favoured and costs little current. The mean free path is

$$\ell=\frac{(\hbar^2/m)k_F}{\hbar/\tau}=\frac{7.620\times1.228}{0.0181}\ \text{Å}\approx517\ \text{Å}. \tag{31}$$

Thus $k_F\ell\approx635$. The distance between collisions is set by $\tau_0$ instead of $\tau$ and is shorter, $\ell\tau_0/\tau\approx360$ Å. This is still about 70 wavelengths $2\pi/k_F$, so the condition of many wavelengths between collisions is well satisfied.

A long mean free path does not by itself make the Born approximation accurate for each atom. Phase shifts in (25) give the slope $0.130$ Å $\times\,\hbar/e^2$ for B in A, where the impurity is repulsive, and $0.174$ Å $\times\,\hbar/e^2$ for the attractive potential $-w$ in the same flat background, which stands for A in B only when the B host is also treated as flat. These lie 14% below and 14% above the Born value $C$. Their mean is close to $C$, so the error at the ends is mostly odd in $w$, as $D$ in (23) is. For weak potentials the order of this asymmetry was tested: doubling $W$ from 0.1 to 0.2 eV multiplies the slope difference by 8.00, which is $2^3$. The mean of the slopes for $W=\pm0.1$ eV agrees with (20) within the set tolerance of 0.3%.

In a background that is flat at both ends, the dilute slopes therefore differ from the slope $C$ of the symmetric parabola by about one seventh of $C$. That background is an idealization for the potential (26). On an fcc lattice with $\Omega=16$ Å$^3$ the shortest $G$ is 2.72 Å$^{-1}$, and (27) gives $w(G)/\Omega=0.16$ eV. If the A crystal is flat, first-order Bloch corrections then give $E\approx-0.27\,C$, larger in size than $D\approx-0.15\,C$. To third order the slope for A in B is then about $0.88\,C$, and $\rho(1/2)$ is lowered by about 13%. At $c=1/2$ only the $D$ term vanishes, and fourth and higher orders were not calculated there, so the dilute comparison gives no error estimate for the maximum. The remaining values are in the numerical output.

## Computed results

```
hbar^2/m = 7.61996 eV angstrom^2
(hbar/e^2) * 1 angstrom = 41.0824 microohm cm
site volume = 16.0 angstrom^3
electrons per site = 1
potential difference U = 3.0 eV
range a = 0.8 angstrom
Fermi wave number = 1.2277 1/angstrom
Fermi energy = 5.743 eV
b = (kF a)^2 = 0.9647
w(q=0) = 8.553 eV angstrom^3
w(q=2kF) = 3.260 eV angstrom^3
C = 0.15198 angstrom (times hbar/e^2)
C = 6.244 microohm cm
rho(c=0.05) = 0.297 microohm cm
rho(c=0.10) = 0.562 microohm cm
rho(c=0.25) = 1.171 microohm cm
rho(c=0.50) = 1.561 microohm cm
rho(c=0.75) = 1.171 microohm cm
rho(c=0.90) = 0.562 microohm cm
rho(c=0.50) = 0.03800 angstrom (times hbar/e^2)
Boltzmann matrix rho(c=0.50) = 0.03800 angstrom
transport width hbar/tau at c=0.5 = 0.01810 eV
total width hbar/tau0 at c=0.5 = 0.02597 eV
transport/total rate = 0.697
mean free path at c=0.5 = 517 angstrom
kF * mean free path = 635
lattice test: site step = 0.4 hopping
lattice DOS at band centre = 0.1427 per hopping and site
lattice decay c=0.15: evolved 0.01804, golden rule 0.01829 hopping/hbar
lattice decay c=0.50: evolved 0.03614, golden rule 0.03586 hopping/hbar
phase-shift/Born slope, mean of U=+-0.1 eV: 1.00000
growth of slope asymmetry on doubling U = 8.000
phase-shift slope, B in A = 0.13025 angstrom
phase-shift slope, A in B = 0.17392 angstrom
B in A: phase-shift/Born = 0.857
A in B: phase-shift/Born = 1.144
```
